# Why open p shells can flip in LDA but lock in Hartree-Fock: a program that tests the result

```python
"""Occupation feedback in an open p shell: LDA against Hartree-Fock.

Result under test: e_z - e_x = kappa*(f_z - f_x) near equal occupations,
  Hartree-Fock: kappa = -(J - 3K)/2   (negative: the choice locks)
  LDA exchange: kappa = 2K - X        (positive: the choice flips)
J, K : Coulomb and exchange integrals between two different p orbitals
X    : anisotropic response of the local exchange potential
f_m  : occupation (0 to 2) of p orbital m = x, y, z
With one p electron, Hartree-Fock puts the empty same-spin orbital J - K above.
Example: silicon atom, s and p Gaussians, nonrelativistic, atomic units inside.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid, simpson
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, dft

EV = physical_constants["Hartree energy in eV"][0]
ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
AXES = "xyz"

# ---------------------------------------------------------------- atom
basis = [[0, [0.05 * 2.2**k, 1.0]] for k in range(18)]
basis += [[1, [0.04 * 2.3**k, 1.0]] for k in range(12)]
mol = gto.M(atom="Si 0 0 0", basis={"Si": basis}, verbose=0)
nao = mol.nao_nr()
S = mol.intor("int1e_ovlp")
h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e").reshape(nao, nao, nao, nao)
eri_j = eri.reshape(nao**2, nao**2)
eri_k = eri.transpose(0, 2, 1, 3).reshape(nao**2, nao**2)
labels = [lab[3] for lab in mol.ao_labels(fmt=None)]
block = {a: np.array([i for i, m in enumerate(labels) if m == a])
         for a in ("", "x", "y", "z")}
grids = dft.gen_grid.Grids(mol)
grids.atom_grid = {"Si": (70, 302)}
grids.prune = None
grids.build()
w = grids.weights
ao = mol.eval_gto("GTOval_sph", grids.coords)
numint = dft.numint.NumInt()


def coulomb(P):
    return (eri_j @ P.ravel()).reshape(nao, nao)


def exchange(P):
    return (eri_k @ P.ravel()).reshape(nao, nao)


def grid_density(P):
    return np.maximum(np.einsum("gi,gi->g", ao @ P, ao), 0.0)


def v_exchange(n):
    """Spin-restricted local exchange potential."""
    return -np.cbrt(3 * n / np.pi)


def fock(P, method):
    if method == "hf":
        return h + coulomb(P) - 0.5 * exchange(P)
    v = v_exchange(grid_density(P))
    return h + coulomb(P) + ao.T @ (ao * (w * v)[:, None])


def energy(P, method):
    e = np.sum(P * h) + 0.5 * np.sum(P * coulomb(P))
    if method == "hf":
        return e - 0.25 * np.sum(P * exchange(P))
    n = grid_density(P)
    return e + 0.75 * np.sum(w * v_exchange(n) * n)


def block_orbitals(F):
    return {a: eigh(F[np.ix_(i, i)], S[np.ix_(i, i)])
            for a, i in block.items()}


def density_matrix(orbs, f):
    """1s,2s,3s and 2p doubly filled; 3p occupations f."""
    P = np.zeros((nao, nao))
    occupations = {"": [2.0, 2.0, 2.0]}
    occupations.update({a: [2.0, f[k]] for k, a in enumerate(AXES)})
    for a, occ in occupations.items():
        c = orbs[a][1][:, :len(occ)]
        P[np.ix_(block[a], block[a])] = (c * np.array(occ)) @ c.T
    return P


s_val, s_vec = np.linalg.eigh(S)
S_inv_half = (s_vec / np.sqrt(s_val)) @ s_vec.T


def solve(f, method, P):
    """Relax all orbitals at fixed configuration (Pulay extrapolation)."""
    F = fock(P, method)
    focks, errors = [], []
    for _ in range(80):
        P = density_matrix(block_orbitals(F), f)
        F = fock(P, method)
        err = S_inv_half @ (F @ P @ S - S @ P @ F) @ S_inv_half
        if np.abs(err).max() < 1e-6:
            return P, block_orbitals(F), energy(P, method)
        focks, errors = (focks + [F])[-8:], (errors + [err])[-8:]
        m = len(focks)
        B = np.array([[np.sum(a * b) for b in errors] for a in errors])
        A = np.zeros((m + 1, m + 1))
        A[:m, :m] = B / np.abs(B).max()
        A[m, :m] = A[:m, m] = 1.0
        c = np.linalg.lstsq(A, np.eye(m + 1)[m], rcond=None)[0][:m]
        F = sum(ci * Fi for ci, Fi in zip(c, focks))
    raise AssertionError("fixed-configuration SCF did not converge")


equal = np.full(3, 2 / 3)
pair_z = np.array([0.0, 0.0, 2.0])
guess = np.asarray(scf.RHF(mol).get_init_guess(mol, "minao"))
P_equal, orbs, E_equal_lda = solve(equal, "lda", guess)
assert abs(np.sum(w * grid_density(P_equal)) - 14) < 1e-4

# ------------------------------------------- frozen 3p orbitals, J and K
phi = np.zeros((3, nao))
for k, a in enumerate(AXES):
    phi[k, block[a]] = orbs["z"][1][:, 1]
P_core = density_matrix(orbs, np.zeros(3))


def frozen(f):
    return P_core + np.einsum("m,mi,mj->ij", f, phi, phi)


def expect(F):
    return np.einsum("mi,ij,mj->m", phi, F, phi)


Jm = np.array([expect(coulomb(np.outer(p, p))) for p in phi]).T
Km = np.array([expect(exchange(np.outer(p, p))) for p in phi]).T
J, K = Jm[0, 2], Km[0, 2]

r = np.linspace(0.002, 24.0, 12000)
axis_ao = mol.eval_gto("GTOval_sph", np.c_[0 * r, 0 * r, r])
R = axis_ao @ phi[2] / np.sqrt(3 / (4 * np.pi))
n0 = np.einsum("gi,gi->g", axis_ao @ frozen(equal), axis_ao)
shell = (R * r)**2


def slater_integral(k):
    inner = cumulative_trapezoid(shell * r**k, r, initial=0)
    return 2 * simpson(shell * inner / r**(k + 1), x=r)


F0, F2 = slater_integral(0), slater_integral(2)
mean_radius = simpson(shell * r, x=r)
assert abs(simpson(shell, x=r) - 1) < 1e-5
assert abs(Jm[2, 2] - (F0 + 4 * F2 / 25)) < 2e-5
assert abs(J - (F0 - 2 * F2 / 25)) < 2e-5
assert abs(K - 3 * F2 / 25) < 2e-5
assert abs(Jm[2, 2] - J - 2 * K) < 1e-8

# ------------------------------------------------ levels and feedback
n_core = grid_density(P_core)
n_p = (ao @ phi.T).T**2


def levels(f, method, background=n_core):
    """3p levels up to a shift common to all three orbitals."""
    if method == "hf":
        return (Jm - 0.5 * Km) @ f
    return Jm @ f + n_p @ (w * v_exchange(background + f @ n_p))


def split(f, method, background=n_core):
    e = levels(f, method, background)
    return e[2] - e[0]


for method in ("lda", "hf"):
    e = expect(fock(frozen(pair_z), method))
    assert abs(e[2] - e[0] - split(pair_z, method)) < 1e-7

tilt = np.array([-0.5, -0.5, 1.0])
step = 0.01
kappa = {m: (split(equal + step * tilt, m) - split(equal - step * tilt, m))
         / (3 * step) for m in ("lda", "hf")}
X = (np.cbrt(3 / np.pi) / 3 * 3 / (10 * np.pi)
     * simpson(R**4 * n0**(-2 / 3) * r**2, x=r))
assert abs(kappa["hf"] + (J - 3 * K) / 2) < 1e-8
assert abs(kappa["lda"] - (2 * K - X)) < 3e-5
assert kappa["lda"] > 0 > kappa["hf"]

# one p electron and two parallel p electrons in Hartree-Fock
for occupied, empty in (([2], 0), ([0, 1], 2)):
    P_open = sum(np.outer(phi[k], phi[k]) for k in occupied)
    F_up = h + coulomb(P_core + P_open) - exchange(0.5 * P_core + P_open)
    e = expect(F_up)
    assert abs(e[empty] - e[occupied[0]] - (J - K)) < 1e-7

# energy change equals the integral of the level splitting
dE = {}
nodes, weights = np.polynomial.legendre.leggauss(10)
for m in ("lda", "hf"):
    dE[m] = energy(frozen(pair_z), m) - energy(frozen(equal), m)
    path = sum(0.5 * wt * split(equal + 0.5 * (x + 1) * (pair_z - equal), m)
               for x, wt in zip(nodes, weights))
    assert abs(dE[m] - 4 / 3 * path) < 1e-6
assert abs(dE["hf"] - 4 / 3 * kappa["hf"]) < 1e-7

# ------------------------------------------------ integer aufbau
def aufbau_history(method, steps=8):
    f, history = pair_z.copy(), "z"
    for _ in range(steps):
        e = levels(f, method)
        k = int(np.flatnonzero(e < e.min() + 1e-6)[0])
        f = 2.0 * np.eye(3)[k]
        history += AXES[k]
    return history


history = {m: aufbau_history(m) for m in ("lda", "hf")}
assert all(a != b for a, b in zip(history["lda"], history["lda"][1:]))
assert set(history["hf"]) == {"z"}

# ------------------------------------------------ Fermi occupations
def fermi(e, kT):
    def occupations(mu):
        return 1 - np.tanh((e - mu) / (2 * kT))
    mu = brentq(lambda x: occupations(x).sum() - 2,
                e.min() - 40 * kT, e.max() + 40 * kT, xtol=1e-14)
    return occupations(mu)


def iterate(method, kT, mix=1.0, steps=30, start=0.01):
    f = equal + start * tilt
    deviation = [f[2] - f[0]]
    for _ in range(steps):
        f = f + mix * (fermi(levels(f, method), kT) - f)
        deviation.append(f[2] - f[0])
    return np.array(deviation)


kT_limit = 4 * kappa["lda"] / 9
kT_low, kT_high = 0.5 * kT_limit, 2 * kT_limit
multiplier = {}
for m in ("lda", "hf"):
    d = iterate(m, kT_high, steps=1, start=1e-4)
    multiplier[m] = d[1] / d[0]
    predicted = -4 * kappa[m] / (9 * kT_high)
    assert abs(multiplier[m] / predicted - 1) < 0.01
warm = iterate("lda", kT_high)
cold = iterate("lda", kT_low)
mixed = iterate("lda", kT_low, mix=0.4)
overmixed = iterate("lda", kT_low, mix=0.8)
locked = iterate("hf", kT_high)
locked_mixed = iterate("hf", kT_high, mix=0.4)
assert abs(warm[-1]) < 1e-6 and abs(mixed[-1]) < 1e-6
assert cold[-1] * cold[-2] < 0 and abs(cold[-1]) > 0.1
assert abs(overmixed[-1]) > 0.05
assert locked[-1] > 1.9 and locked_mixed[-1] > 1.9

# ------------------------------------------------ limits of the claim
def spin_split(occupied, empty, background=n_core):
    """Occupied minus empty spin-up level, spin-polarized LDA exchange."""
    i = occupied[0]
    v = -np.cbrt(6 / np.pi * (0.5 * background + n_p[occupied].sum(axis=0)))
    hartree = sum(Jm[i, j] - Jm[empty, j] for j in occupied)
    return hartree + np.sum(w * v * (n_p[i] - n_p[empty]))


one_spin = spin_split([2], 0)
two_spin = spin_split([0, 1], 2)
bare_spin = spin_split([2], 0, 0 * n_core)
bare_pair = split(pair_z, "lda", 0 * n_core)
pair_lda, pair_hf = split(pair_z, "lda"), split(pair_z, "hf")
assert bare_spin < 0
assert bare_pair < pair_lda
assert max(abs(one_spin), abs(two_spin)) < 0.2 * (J - K)

P_pair = frozen(pair_z)
e_x = expect(numint.nr_rks(mol, grids, "lda,", P_pair)[2])
e_xc = expect(numint.nr_rks(mol, grids, "lda,vwn", P_pair)[2])
local_x = pair_lda - 4 * K
assert abs(e_x[2] - e_x[0] - local_x) < 1e-5
pair_lda_corr = 4 * K + e_xc[2] - e_xc[0]

# ------------------------------------------------ relaxed orbitals
_, o_lda, E_pair_lda = solve(pair_z, "lda", P_pair)
P_hf, _, E_equal_hf = solve(equal, "hf", P_equal)
_, o_hf, E_pair_hf = solve(pair_z, "hf", P_pair)
gap_lda = o_lda["z"][0][1] - o_lda["x"][0][1]
gap_hf = o_hf["z"][0][1] - o_hf["x"][0][1]
assert gap_lda > 0 > gap_hf
assert E_pair_lda > E_equal_lda and E_pair_hf < E_equal_hf


# ------------------------------------------------ output
def show(label, value):
    print(f"{label}: {value * EV:.4f} eV")


print("Silicon atom, frozen 3p from equal-occupation LDA exchange")
print(f"basis functions: {nao}")
print(f"mean 3p radius: {mean_radius * ANGSTROM:.4f} angstrom")
show("F0", F0)
show("F2", F2)
show("J_zz", Jm[2, 2])
show("J = J_xz", J)
show("K = K_xz", K)
show("2K, Hartree raise per electron", 2 * K)
show("J-K, HF gap for one p electron", J - K)
show("J-3K, HF gap for a pair", J - 3 * K)
show("X, local exchange response", X)
show("kappa LDA", kappa["lda"])
show("kappa HF", kappa["hf"])
print("Pair in 3p_z: occupied minus empty level")
show("  Hartree part 4K", 4 * K)
show("  local exchange part", local_x)
show("  LDA exchange total", pair_lda)
show("  LDA with VWN correlation", pair_lda_corr)
show("  HF total", pair_hf)
show("  LDA exchange, bare shell", bare_pair)
print("Spin-polarized LDA exchange: occupied minus empty")
show("  one p electron", one_spin)
show("  two parallel p electrons", two_spin)
show("  one p electron, bare shell", bare_spin)
print("Energy of pair minus equal occupations")
show("  LDA frozen", dE["lda"])
show("  HF frozen", dE["hf"])
show("  LDA relaxed", E_pair_lda - E_equal_lda)
show("  HF relaxed", E_pair_hf - E_equal_hf)
print("Relaxed pair: occupied minus empty level")
show("  LDA", gap_lda)
show("  HF", gap_hf)
print("aufbau sequence LDA:", history["lda"])
print("aufbau sequence HF:", history["hf"])
show("smallest stable kT, plain LDA iteration", kT_limit)
show("kT high", kT_high)
show("kT low", kT_low)
print(f"multiplier at kT high, LDA: {multiplier['lda']:.4f}")
print(f"multiplier at kT high, HF: {multiplier['hf']:.4f}")
print("f_z-f_x after 30 steps, start 0.015 (electrons)")
print(f"  LDA, kT high: {warm[-1]:.1e}")
print(f"  LDA, kT low, last two: {cold[-2]:.4f}, {cold[-1]:.4f}")
print(f"  LDA, kT low, mixing 0.4: {mixed[-1]:.1e}")
print(f"  LDA, kT low, mixing 0.8: {overmixed[-1]:.4f}")
print(f"  HF, kT high: {locked[-1]:.4f}")
print(f"  HF, kT high, mixing 0.4: {locked_mixed[-1]:.4f}")
print("all assertions hold")
```

Printed output:

```
Silicon atom, frozen 3p from equal-occupation LDA exchange
basis functions: 54
mean 3p radius: 1.5199 angstrom
F0: 8.6396 eV
F2: 4.2169 eV
J_zz: 9.3143 eV
J = J_xz: 8.3023 eV
K = K_xz: 0.5060 eV
2K, Hartree raise per electron: 1.0120 eV
J-K, HF gap for one p electron: 7.7963 eV
J-3K, HF gap for a pair: 6.7842 eV
X, local exchange response: 0.5747 eV
kappa LDA: 0.4374 eV
kappa HF: -3.3921 eV
Pair in 3p_z: occupied minus empty level
  Hartree part 4K: 2.0241 eV
  local exchange part: -1.1221 eV
  LDA exchange total: 0.9020 eV
  LDA with VWN correlation: 0.7938 eV
  HF total: -6.7842 eV
  LDA exchange, bare shell: -0.4049 eV
Spin-polarized LDA exchange: occupied minus empty
  one p electron: -0.1100 eV
  two parallel p electrons: 0.0283 eV
  one p electron, bare shell: -1.4169 eV
Energy of pair minus equal occupations
  LDA frozen: 0.6045 eV
  HF frozen: -4.5228 eV
  LDA relaxed: 0.5891 eV
  HF relaxed: -4.3296 eV
Relaxed pair: occupied minus empty level
  LDA: 0.8769 eV
  HF: -6.4435 eV
aufbau sequence LDA: zxyxyxyxy
aufbau sequence HF: zzzzzzzzz
smallest stable kT, plain LDA iteration: 0.1944 eV
kT high: 0.3888 eV
kT low: 0.0972 eV
multiplier at kT high, LDA: -0.5000
multiplier at kT high, HF: 3.8782
f_z-f_x after 30 steps, start 0.015 (electrons)
  LDA, kT high: 1.4e-11
  LDA, kT low, last two: -0.9974, 1.5000
  LDA, kT low, mixing 0.4: -7.8e-14
  LDA, kT low, mixing 0.8: 0.7373
  HF, kT high: 1.9993
  HF, kT high, mixing 0.4: 1.9993
all assertions hold
```
